# Mean velocity and KPZ coefficient of the single-step growth model, part 2

The problem is to find the Kardar-Parisi-Zhang (KPZ) coefficient $\lambda$ of a surface that grows by filling local minima, and to see where the result applies. Lattice units $a=b=k=1$ are used until physical units are restored; $a$ is the site spacing, $b$ the height step and $k$ the attempt rate per site. The physical slope is $M=bm/a$, where $m$ is the mean slope in lattice units.

Sites $i$ carry heights $h_i$, and bond $i$, between sites $i$ and $i+1$, has slope $s_i=h_{i+1}-h_i=\pm1$. Site $i$ is a local minimum if $s_{i-1}=-1$ and $s_i=+1$. Each minimum is raised by 2 at rate 1; attempts elsewhere are rejected. A bond with $s=-1$ is occupied by a particle, and the particle density is $\rho=(1-m)/2$. On a ring with a fixed number $N$ of particles, the uniform distribution over configurations is stationary. On an infinite line a site is then a minimum with probability $p=(1-m^2)/4$, and the mean velocity is $v(m)=2p=(1-m^2)/2$. On a ring of $L$ sites both carry the factor $L/(L-1)$.

The convention for the KPZ equation is

$$
\partial_t h=c+\nu\,\partial_x^2h+\frac\lambda2(\partial_xh)^2+\eta , \tag{10}
$$

where $c$ is a constant velocity, $\nu$ a smoothing coefficient and $\eta$ a noise of zero mean. With $h=mx+g$ and $g$ periodic on a long interval,

$$
\partial_tg=c+\frac\lambda2m^2+\lambda m\,\partial_xg
+\nu\,\partial_x^2g+\frac\lambda2(\partial_xg)^2+\eta . \tag{11}
$$

Averaging gives

$$
v(m)-v(0)=\frac\lambda2m^2. \tag{13}
$$

Comparison with the model's $v(m)$ gives

$$
\boxed{\lambda=\frac{d^2v}{dm^2}=-1}. \tag{14}
$$

### An independent route through the drift of disturbances

Equation (11) also says that a small disturbance of a tilted surface is carried along. The terms $\partial_tg=\lambda m\,\partial_xg$ have solutions that depend on $x+\lambda mt$, which move with velocity $-\lambda m$. In the model this velocity follows from slope correlations, without use of the curvature of $v$.

Take each bond to be occupied independently with probability $\rho$. This weight depends on a configuration only through $N$, so it is a mixture of the uniform distributions at different $N$ and is stationary. Define

$$
S_j(t)=\langle s_0(0)s_j(t)\rangle-m^2 .
$$

At $t=0$ only $j=0$ contributes, and $\sum_jS_j=1-m^2$. The sum of all slopes is conserved, so this total does not change. Let $w_j=1$ if site $j$ is a minimum and 0 otherwise. Since $h_j$ rises at mean rate $2w_j$ and $s_j=h_{j+1}-h_j$,

$$
\frac{d}{dt}\sum_jjS_j
=2\sum_jj\,\langle s_0(0)[w_{j+1}(t)-w_j(t)]\rangle
=-2\sum_j\langle s_0(0);w_j(t)\rangle .
$$

The semicolon means that the product of the averages is subtracted. This subtraction cancels in the difference $w_{j+1}-w_j$. The last step relabels $j+1$ as $j$ in the first term, which leaves $(j-1)-j=-1$.

By translation symmetry, the sum equals the correlation of $w_0(t)$ with the total slope at time 0. The total slope is conserved and can be evaluated at time $t$ instead. Only bonds $-1$ and $0$ are correlated with $w_0$ at equal times. When $w_0=1$ they have slopes $-1$ and $+1$, so their contributions are

$$
(-1-m)p+(1-m)p=-2mp .
$$

Thus the first moment changes at the rate $4mp=m(1-m^2)$. Dividing by $\sum_jS_j=1-m^2$ gives the drift velocity

$$
u=m . \tag{15}
$$

Setting $u=-\lambda m$ again gives $\lambda=-1$.

For $m=0.4$, evolving the probabilities of all configurations on a 12-site ring for a time 0.4 gave $u=0.39998$, hence $\lambda=-0.99996$. On a ring, relabelling the sum leaves a boundary term where the distance $j$ jumps from one end of its range to the other. This accounts for the remaining difference from the infinite-line value.

### What the negative sign does to a profile

On scales where noise and smoothing are neglected, the model profile obeys

$$
\partial_th=\frac12\left[1-(\partial_xh)^2\right].
$$

A V-shaped valley $h=|x|$ develops into

$$
h(x,t)=\frac t2+\frac{x^2}{2t},\qquad |x|<t,
$$

with the original sides outside this range. Indeed $\partial_xh=x/t$ and $\partial_th=\frac12-x^2/(2t^2)$, as required, and at $|x|=t$ the height equals $|x|$. The valley is rounded from the bottom. An inverted V with slopes $+1$ and $-1$ contains no minimum and stays sharp. The bottom gains on the sides because steep regions offer fewer minima. This picture omits the fluctuations that the full KPZ equation describes. They also shift the mean height at finite time: at $t=100$ the bottom of the lattice valley lies near 55 rather than 50.

### Restoring physical units

One filling raises a site by $2b$, and the rate of fillings per site is $kp$. With $m=aM/b$,

$$
v(M)=2bk\,\frac{1-m^2}{4}
=\frac{bk}{2}\left[1-\left(\frac{aM}{b}\right)^2\right]. \tag{16}
$$

Two derivatives with respect to $M$ give

$$
\lambda=-\frac{ka^2}{b}=-2v(0)\left(\frac ab\right)^2 . \tag{17}
$$

The formula holds for $|M|\le b/a$, the steepest slope the model allows. If units are also removed from maxima at rate $q$, replace $k$ by $k-q$.

### A worked cross-section

Take a one-dimensional cross-section with $a=b=0.20$ nm and $k=2.0$ attempts per second and site. For these values $M=m$. The flat velocity is

$$
v(0)=\frac{0.20\times2.0}{2}=0.20\ \text{nm/s},
$$

and

$$
\lambda=-\frac{2.0\times0.20^2}{0.20}=-0.40\ \text{nm/s}=-4.0\ \text{angstrom/s}.
$$

At slope 0.3 the velocity is $0.20(1-0.09)=0.182$ nm/s. At slope 0.6 it is $0.20(1-0.36)=0.128$ nm/s. In 500 s the thicknesses, measured vertically, are 100 nm on flat parts, 91 nm at slope 0.3 and 64 nm at slope 0.6. The attempt rate is held fixed in this comparison.

### Comparison with a real deposition process

The numbers lie roughly in the regime of plasma-deposited hydrogenated amorphous silicon: a growth rate of a few tenths of a nanometre per second near 523 K, with many arriving radicals failing to stick. They are not a fit to that material. A real film has two lateral dimensions, which the cross-section leaves out. The analogous rule on a $16\times16$ square lattice fills a site if all four neighbours are higher. Tilts of 0.25 and 0.50 along one axis gave $\lambda=-0.49\pm0.05$ and $-0.525\pm0.011$ in lattice units, against $-1$ on the line. These are finite-tilt estimates on one lattice size, with statistical errors only. At the same $a,b,k$ the coefficient is thus about $-0.2$ nm/s. The flat velocity also falls, to $0.354\times0.40=0.14$ nm/s. The lattice value 0.354 is not converged in size: on $32\times32$ sites it is about 0.349, lower by 0.005, which leaves 0.14 nm/s and $\lambda\approx-0.5$ unchanged. A larger uncertainty is the growth mechanism itself, which can change the sign of $\lambda$.

If a surface advances at speed $v_0$ along its local normal, its vertical velocity is $v_0\sqrt{1+M^2}\simeq v_0(1+M^2/2)$. This gives $\lambda=+v_0$, or $+0.20$ nm/s at the flat velocity of the example. If instead a vertical beam sticks completely and forms a film of constant density, each horizontal length receives the same volume at every slope, and $\lambda=0$. Equation (17) should therefore be used for a process only if growth is limited by sites whose number falls with slope as in the model. Vertical growth rates on substrates of different tilt, at fixed arrival conditions, can decide the sign. A thickness measured along the substrate normal must first be divided by the cosine of the tilt angle.

### Sizes of other neglected effects

**Relocation of rejected arrivals.** Let a fraction $f$ of rejected arrivals move to a randomly chosen minimum and stick. The success probability per attempt becomes $p+f(1-p)$. All minima are still filled at equal rates, and in a large system their number per site has negligible relative fluctuations. Relocation then acts as a common change of the time scale at given slope and leaves $p$ unchanged. In lattice units

$$
v=2[p+f(1-p)]=2f+(1-f)\frac{1-m^2}{2},
\qquad \frac{d^2v}{dm^2}=-(1-f).
$$

This curvature is the response to tilting the whole surface. It is not the KPZ coefficient of the local dynamics, because relocation to any minimum in the system is non-local, while the step from (10) to (13) assumes a local equation. Each minimum is filled at rate $r=[p+f(1-p)]/p$, which is set by the mean slope of the whole system. Local variations of slope evolve as in the original model with time speeded up by $r$. They drift at $u=rm$, and their coefficient is $-r$, with $r=1+3f$ at $m=0$. For $f=0.5$ and $m=0.5$ the drift is $rm=1.58$, not $(1-f)m=0.25$. The tilt route and the drift route thus no longer give the same number. Relocation to nearby minima only, which would be local, has not been calculated.

A simulation with 400 sites, $f=0.5$ and 300,000 arrivals at each of $m=0$ and $m=0.5$ gave a tilt curvature $2[v(m)-v(0)]/m^2=-0.549$ (labelled lambda in the numerical output), where the formula gives $-0.5$. Counting statistics of the arrivals alone give an error of about 0.02, and fluctuations in the number of minima add to it. The difference is therefore about two standard errors. The run supports the reduction, but it confirms the factor only to about ten per cent.

In the flat model one attempt in four succeeds. An assumed sticking fraction of 0.30, chosen for illustration, requires $0.25+0.75f=0.30$, or $f=0.067$. At fixed $k$ the tilt curvature of the example then changes from $-0.40$ to $-0.37$ nm/s, while the coefficient for local slope variations on a flat surface changes to $-0.40\times1.2=-0.48$ nm/s. A sticking fraction below 0.25 would need a negative $f$ and cannot be described by relocation alone. For a real radical, the sticking fraction must also be distinguished from the total surface loss probability, which includes radicals that react at the surface and leave again.

**Removal.** With an assumed removal rate of one tenth of the filling rate, $\lambda$ becomes $-0.36$ nm/s, again at fixed $k$.

**Thermal hopping.** For an assumed barrier of 1.5 eV, chosen for illustration, and an attempt frequency of $10^{13}$ per second, the hop rate of an incorporated atom at 523 K is

$$
10^{13}\exp(-1.5/0.04507)\approx0.035\ \text{per second}.
$$

This is about 2% of $k$. The two rates become equal at roughly 600 K. The estimate is sensitive to the barrier: lowering it by 0.1 eV multiplies the hop rate by $\exp(0.1/0.04507)\approx9$. The effect of such hops on $\lambda$ has not been calculated. The estimate concerns incorporated atoms only. A weakly bound precursor with a barrier of a few tenths of an electronvolt moves far faster: 0.4 eV gives about $1.4\times10^{9}$ hops per second, nearly $10^9$ times $k$. The model contains no diffusion before sticking, so equation (17) does not apply to a process in which precursors diffuse in this way.

**Wide-angle flux.** Viewed from a minimum, a site $n$ spacings away is at most $nb$ higher, and the nearest neighbours on both sides reach this limit. Every minimum therefore sees the sky within the same angle $\arctan(a/b)$ on either side of the vertical. For an in-plane flux distributed as $\frac12\cos\theta$, the open fraction is

$$
\frac12\int_{-\arctan(a/b)}^{\arctan(a/b)}\cos\theta\,d\theta
=\frac{a}{\sqrt{a^2+b^2}}=0.71
$$

for $a=b$. If $k$ denotes the unobstructed rate, $v$ and $\lambda$ are both multiplied by 0.71, and their ratio is unchanged. If $k$ is the rate actually received at minima, no correction is needed. This treats each minimum as a point. Deep columns, which can shade each other unequally, are excluded by the slope limit of the model, so the result cannot be carried over to columnar films.

The computed values used above are listed in the numerical output that follows.

## Computed results

```
LATTICE UNITS (dimensionless)
ring size for null vectors: 8 sites
largest relative deviation from uniform: 3.7e-15
largest velocity error on ring: 2.2e-16
ring velocity at m=0: 0.571429
same, finite-ring factor removed: 0.500000
lambda from velocity curvature: -1.000000
drift test: 12 sites, m=0.4, time=0.4
drift velocity of slope correlations: 0.399984
lambda from drift: -0.999961
line of 32, m=0.00: simulated v=0.51624 +/- 0.00110, formula 0.51613
line of 32, m=0.50: simulated v=0.38734 +/- 0.00089, formula 0.38710
EXAMPLE INPUTS (rough)
site spacing a: 0.20 nm; height step b: 0.20 nm
attempt rate k: 2.00 per s per site
temperature: 523 K; duration: 500 s
EXAMPLE RESULTS
slope 0.0: velocity 0.2000 nm/s, thickness 100.0 nm
slope 0.3: velocity 0.1820 nm/s, thickness 91.0 nm
slope 0.6: velocity 0.1280 nm/s, thickness 64.0 nm
lambda: -0.400 nm/s = -4.00 angstrom/s
NEGLECTED EFFECTS
square lattice 16x16, m=0.00: v=0.3541 +/- 0.0011
square lattice 16x16, m=0.25: v=0.3386 +/- 0.0010
square lattice 16x16, m=0.50: v=0.2884 +/- 0.0009
square-lattice lambda from m=0.25: -0.494 +/- 0.049 (lattice units)
square-lattice lambda from m=0.50: -0.525 +/- 0.011 (lattice units)
relocation test, fraction 0.5: lambda -0.549 (lattice units)
model sticking fraction at m=0: 0.25
rough real sticking fraction: 0.30
relocated fraction that gives it: 0.0667
lambda with relocation: -0.373 nm/s
rough removal-to-filling rate ratio: 0.10
lambda with removal: -0.360 nm/s
rough hop barrier of incorporated atom: 1.50 eV
attempt frequency: 1.0e+13 per s
thermal energy: 0.04507 eV; hop rate: 0.0351 per s
hop rate / deposition attempt rate: 0.0176
temperature where these rates are equal: 595 K
open flux fraction at every minimum: 0.7071
lambda of conformal growth at same v: 0.200 nm/s
```
